Dispersion from Distant Density Fluctuations, and Why Semilocal Functionals Miss It, part 1

(Sections cited here and not found follow in the second part.)

## First half: from density fluctuations to −C6/R⁶

A semilocal density functional builds its energy from the density and its derivatives at each point. Place two neutral atoms so far apart that their densities hardly overlap. Around each atom the functional then sees almost what it saw when the atom was alone, so it returns almost no interaction. The real atoms still attract, because a fluctuation of the electrons on one polarizes the other. For two hydrogen atoms with parallel spins at 14 bohr, the leading term of this attraction, −C6/R⁶, is about 23 times the interaction given by local exchange at the summed atomic densities. At 6 bohr local exchange gives the larger number, but for a different reason and with a different dependence on distance. Agreement at one separation therefore says nothing about the long-range force.

### Setting and assumptions

Hartree atomic units are used, and v(r,r′) = 1/|r − r′|. Fragments A and B have fixed nuclei, with centres separated by the vector R of length R. Each is finite, neutral and spherical, with a nondegenerate ground state and an excitation gap. The neutral product state must also lie below every charge-transfer state. Electrons are nonrelativistic and the Coulomb interaction is instantaneous.

The isolated densities are n_A and n_B. Their tails decay exponentially, and effects due to overlap of the fragments are dropped in this half. Space can then be divided into a region around A and a region around B, each holding a fixed number of electrons. I also assume that the density n = n_A + n_B remains the ground-state density of some external potential along the coupling paths used below, and that the Kohn-Sham state of this density separates into states of the two fragments.

**Theorem 1.** Let α_A(iu) and α_B(iu) be the dipole polarizabilities of the isolated, fully interacting fragments at imaginary frequency iu. At the density n_A + n_B, and as R → ∞,

E_c[n_A+n_B] − E_c[n_A] − E_c[n_B] = −C6/R⁶ + O(R⁻⁸),

C6 = (3/π) ∫₀^∞ α_A(iu) α_B(iu) du.

The second line is the Casimir-Polder integral in its nonretarded form.

### Lemma 1: fluctuations from response

Let n̂(r) be the density operator and δn̂ = n̂ − n. For real eigenstates |m⟩ with excitation energies ω_m, define ρ_m(r) = ⟨0|n̂(r)|m⟩. Apply the potential φ(r)e^{ut}, with u > 0, starting in the remote past. With Φ_m = ∫ρ_m φ dr, the first-order amplitude of state m in the interaction picture is

c_m(t) = −i ∫_{−∞}^t e^{(iω_m+u)t′} Φ_m dt′ = −Φ_m e^{(iω_m+u)t}/(ω_m − iu).

The density change is the sum over m of ρ_m c_m e^{−iω_m t} and its complex conjugate. Since

1/(ω_m − iu) + 1/(ω_m + iu) = 2ω_m/(ω_m² + u²),

the change is e^{ut} ∫χ(r,r′;iu)φ(r′)dr′, with

χ(r,r′;iu) = −Σ_{m>0} [2ω_m/(ω_m²+u²)] ρ_m(r)ρ_m(r′).

Imaginary frequency thus describes the response to a growing potential, and χ is real. Now ∫₀^∞ 2ω/(ω²+u²) du = π. Completeness gives Σ_{m>0}ρ_m(r)ρ_m(r′) = ⟨δn̂(r)δn̂(r′)⟩, because δn̂ removes the ground-state term. Hence

⟨δn̂(r)δn̂(r′)⟩ = −(1/π) ∫₀^∞ χ(r,r′;iu) du.  (1)

This is the zero-temperature fluctuation-dissipation theorem in the form needed here. ∎

### Lemma 2: the coupling path is free

For an electron-electron interaction W, let F_W[n] be the minimum of ⟨T + W⟩ over states Ψ of density n. Let W depend on a parameter s, and let V_s be the external potential operator that makes Ψ_s the ground state. Then

dF/ds = ⟨dW/ds⟩ + 2 Re⟨dΨ_s/ds|T + W_s|Ψ_s⟩.

The second term vanishes. Adding V_s to T + W_s inside it gives the eigenvalue times the derivative of the norm, which is zero. The added piece is itself the integral of the potential times dn/ds, also zero because n is fixed. Therefore

dF/ds = ⟨Ψ_s|dW/ds|Ψ_s⟩.  (2)

The difference of F between two interactions does not depend on the path joining them. ∎

The usual path is W = λv, with λ from 0 to 1. The pair energy at strength λ is

½ ∫∫ v [n(r)n(r′) + ⟨δn̂(r)δn̂(r′)⟩_λ − δ(r−r′)n(r)] dr dr′.

The last term removes the interaction of an electron with itself. At λ = 0 this expression is the Hartree plus exchange energy. Subtracting it and using (1) gives the fluctuation-dissipation correlation energy

E_c = −(1/2π) ∫₀¹ dλ ∫₀^∞ du ∫∫ v [χ_λ − χ₀] dr dr′.  (3)

For two fragments this path is inconvenient, since λ changes the inside of each fragment and the coupling between them together. By Lemma 2 another path has the same end points in F. First bring the interactions within A and within B to full strength, with no coupling between them. This yields F[n_A] + F[n_B]. Then switch on μV_AB from μ = 0 to 1, where

V_AB = ∫_A dr ∫_B dr′ n̂(r) v(r,r′) n̂(r′).

There is no factor ½, because each A-B pair appears once. Thus

F[n_A+n_B] − F[n_A] − F[n_B] = ∫₀¹ ⟨V_AB⟩_μ dμ.

At fixed density, ⟨V_AB⟩_μ is the constant ∫∫n_A v n_B plus ⟨U⟩_μ, where

U = ∫_A dr ∫_B dr′ δn̂(r) v(r,r′) δn̂(r′).

The constant is the cross term of the Hartree energy. The noninteracting kinetic energy and the exchange energy are additive when overlap is dropped and the Kohn-Sham state separates into fragment states, as it does for closed shells. What remains is correlation:

E_int ≡ E_c[n_A+n_B] − E_c[n_A] − E_c[n_B] = ∫₀¹ ⟨U⟩_μ dμ.  (4)

The separation condition matters. In a stretched singlet hydrogen molecule, one doubly occupied orbital covers both atoms, and its exchange energy is minus half its Hartree energy. A single hydrogen atom needs minus the whole of its Hartree energy. Exchange is then not additive, and (4) does not describe that case.

### Lemma 3: response across the gap

To first order in μ,

χ_AB(iu) = μ χ_A(iu) v χ_B(iu),  (5)

where products imply spatial integration and χ_A, χ_B are the responses of the isolated interacting fragments.

First consider the external potential that holds the density fixed. Besides U, the operator V_AB contains the Hartree potential of each fragment acting on the other. Acting on the product ground state, U excites both fragments at once, while the density operator changes one fragment at a time. So U causes no first-order density change. The external potential must therefore cancel the Hartree potentials at order μ, and the perturbation left at that order is μU.

Now apply Φ_B e^{ut}, with Φ_B = ∫_B φ n̂ dr, and observe the density on A. In the interaction picture of the uncoupled fragments, the second-order expectation value under a perturbation V is

(−i)² ∫_{−∞}^t dt₁ ∫_{−∞}^{t₁} dt₂ ⟨[[n̂_A(t),V(t₁)],V(t₂)]⟩.

One factor V must be μU and the other the applied potential. If the applied potential acts at t₁, the inner commutator is zero, because operators on A commute with those on B. If U acts at t₁, the nested commutator factors into

[n̂_A(t),δn̂_A(t₁)] v [δn̂_B(t₁),Φ_B(t₂)].

The product ground state makes the expectation value factor too. One factor −i and the t₂ integral turn the B commutator into the induced density e^{ut₁}χ_Bφ. The other factor −i and the t₁ integral give the response of A to the potential μvχ_Bφ e^{ut₁}. The result is e^{ut}μχ_A vχ_Bφ, which is (5). ∎

The physical sequence is visible in the proof: B is disturbed, its induced density sends a Coulomb potential to A, and A responds. No exchange-correlation kernel between A and B enters at this order once overlap is dropped. All correlation inside the fragments is contained in χ_A and χ_B.

### Proof of Theorem 1

Equation (1), applied between the two regions, together with (5), gives

⟨U⟩_μ = −(μ/π) ∫₀^∞ Tr[χ_A v χ_B v] du + O(μ²).

Here Tr denotes integration over all spatial arguments. Since ∫₀¹μ dμ = ½,

E_int = −(1/2π) ∫₀^∞ Tr[χ_A v χ_B v] du + higher orders.  (6)

The higher orders contain at least three interfragment couplings. Each is of order R⁻³ or smaller, as shown next, so together they are O(R⁻⁹).

Let x and y be electron positions measured from the centres of A and B. With s = y − x and R̂ = R/R,

1/|R+s| = 1/R − R̂·s/R² + [3(R̂·s)² − s²]/(2R³) + ….

Particle number is fixed on each fragment, so ∫χ_A dr = ∫χ_B dr = 0. Terms that depend on x alone or y alone drop out. In the last bracket, (R̂·s)² contributes −2(R̂·x)(R̂·y), while s² contributes −2x·y. The leading coupling is therefore

[x·y − 3(R̂·x)(R̂·y)]/R³ = xᵀTy,  T = (1 − 3R̂R̂ᵀ)/R³.

The polarizability is α_ij(iu) = −∫∫x_i χ(r,r′;iu)x′_j dr dr′, which equals αδ_ij for a spherical fragment. The two minus signs cancel in the trace:

Tr[χ_A v χ_B v] → α_A α_B Tr T².

The eigenvalues of R³T are 1, 1 and −2, so Tr T² = (1+1+4)/R⁶ = 6/R⁶. Inserting this in (6) gives

E_int = −(6/2πR⁶) ∫₀^∞ α_Aα_B du = −(3/πR⁶) ∫₀^∞ α_Aα_B du.

The next coupling joins a dipole to a quadrupole and scales as R⁻⁴. Its product with the dipole coupling would give R⁻⁷, but a spherical response does not mix dipoles with quadrupoles. The next term is of order R⁻⁸. ∎

**Remark 1: the state-sum form.** For positive a and b, partial fractions give

∫₀^∞ du/[(a²+u²)(b²+u²)] = (π/2)(1/a − 1/b)/(b²−a²) = π/[2ab(a+b)].

Let U_mn = ∫∫ρ_m v ρ_n. Substituting the spectral form of χ in (6) turns it into

E_int = −Σ_{m,n>0} |U_mn|²/(ω_m+ω_n).

This is second-order perturbation theory. It makes the sign plain: every term lowers the energy. The frequency integral replaces a denominator that joins the fragments by a product of properties of each one.

**Remark 2: the full response is needed.** Consider a model in which each fragment holds two isotropic oscillators of unit charge and mass. Their bare frequencies are 0.5 and 0.8 hartree on A, 0.6 and 0.9 hartree on B. Displacements inside a fragment are coupled by w x₁·x₂, with w = 0.10 on A and 0.15 on B, and the fragments are coupled through T at 15 bohr. Scale all couplings by a uniform λ, integrate from 0 to 1, and subtract the same integral taken without the A-B coupling. This gives −6.5947×10⁻⁷ hartree, equal at these digits to the difference of zero-point energies with and without the A-B coupling. Multiplication by −15⁶ bohr⁶ gives 7.512 hartree bohr⁶. The Casimir-Polder integral gives 7.512 with the internally coupled polarizabilities, but 10.384 with the bare ones. Here the external harmonic potential, not the density, is held fixed. The model tests that integrating over partial coupling yields the response at full strength.

**Remark 3: from correlation to total energy.** The true density differs slightly from n_A + n_B. For these fragments the change begins at second order in the coupling, hence at R⁻⁶ or beyond. The total energy is stationary at the true density, so relaxation changes it at order R⁻¹². Electrostatics between neutral spheres is exponentially small. Thus −C6/R⁶ is also the leading total interaction, although individual parts of the energy may change at order R⁻⁶ when the density relaxes.

## Second half: hydrogen, and the exponential law of semilocal functionals

From the first half, n_A and n_B are the isolated densities, R is the separation, and α(iu) is the dipole polarizability at imaginary frequency. The correlation interaction is −C6/R⁶ at leading order, with C6 = (3/π)∫₀^∞α_Aα_B du. It comes from the trace formula (6), E_int = −(1/2π)∫₀^∞Tr[χ_A vχ_B v]du, where χ_A and χ_B are density responses and v is the Coulomb interaction. Distances from the two nuclei are now called r_A and r_B.

This part has shown that, for distant neutral spherical fragments with negligible overlap, the correlation interaction is −C6/R⁶ at leading order, with C6 given by the fragments' fully interacting polarizabilities. What remains is to evaluate C6 for two hydrogen atoms and to show that the interaction from semilocal functionals at the summed densities decays exponentially.

Numerical values quoted here were computed with a short program.
